# Kramers-structured matrices as quaternion matrices A + Bj: verification in Python

```python
"""
Result under test: a 2n x 2n complex matrix commutes with time reversal T
exactly when it is M = [[A, B], [-B*, A*]]. With i -> i sigma_z,
j -> i sigma_y, k -> i sigma_x it is the n x n quaternion matrix A + B j,
and products of M correspond to products of quaternion matrices.
A, B   : complex n x n blocks; * is conjugation without transposition
T      : (a, b) -> (-b*, a*) on coefficients of n Kramers pairs
Quaternion matrices are real arrays of shape (4, n, n): parts 1, i, j, k.
Example: p shell, H = diag(d) + (xi/hbar^2) L.S, energies in eV.
"""
import numpy as np
import sympy as sp
from scipy import constants as const

rng = np.random.default_rng(7)
s_x = np.array([[0, 1], [1, 0]], complex)
s_y = np.array([[0, -1j], [1j, 0]])
s_z = np.diag([1, -1]).astype(complex)
units = [np.eye(2, dtype=complex), 1j * s_z, 1j * s_y, 1j * s_x]

# Hamilton's multiplication table, independent of any matrices
table = np.zeros((4, 4, 4))
for a in range(4):
    table[0, a, a] = table[a, 0, a] = 1
for a, b, c in [(1, 2, 3), (2, 3, 1), (3, 1, 2)]:
    table[a, a, 0] = -1
    table[a, b, c] = 1
    table[b, a, c] = -1


def qmul(x, y):
    return np.einsum('abc,apq,bqr->cpr', table, x, y)


def qadjoint(x):
    signs = np.array([1, -1, -1, -1])[:, None, None]
    return signs * x.transpose(0, 2, 1)


def to_complex(x):
    return sum(np.kron(u, part) for u, part in zip(units, x))


def from_blocks(A, B):
    return np.array([A.real, A.imag, B.real, B.imag])


def blocks(M):
    n = len(M) // 2
    return M[:n, :n], M[:n, n:], M[n:, :n], M[n:, n:]


def defect(M):
    """Largest violation of the Kramers block structure."""
    P, B, R, S = blocks(M)
    return max(abs(S - P.conj()).max(), abs(R + B.conj()).max())


def reverse(v):
    """Time reversal of a coefficient vector, or of each column."""
    n = len(v) // 2
    return np.concatenate([-v[n:].conj(), v[:n].conj()])


def conjugate_by_T(F):
    """Matrix of T F T^-1, using T^-1 = -T."""
    return reverse(F @ (-reverse(np.eye(len(F), dtype=complex))))


def rand_c(*shape):
    return rng.normal(size=shape) + 1j * rng.normal(size=shape)


# Unit products: Pauli matrices against Hamilton's table
for a in range(4):
    for b in range(4):
        expected = sum(table[a, b, c] * units[c] for c in range(4))
        assert np.allclose(units[a] @ units[b], expected)
# The order x, y, z reverses the sign of the product
assert np.allclose((1j * s_x) @ (1j * s_y), -1j * s_z)

# All matrices commuting with T: count them and inspect every one
n_test = 2
dim = 2 * n_test
columns, basis = [], []
for p in range(dim):
    for q in range(dim):
        for factor in (1, 1j):
            F = np.zeros((dim, dim), complex)
            F[p, q] = factor
            D = conjugate_by_T(F) - F
            columns.append(np.r_[D.real.ravel(), D.imag.ravel()])
            basis.append(F)
_, sing, vh = np.linalg.svd(np.array(columns).T)
null_vectors = vh[sing < 1e-10]
commuting_count = len(null_vectors)
assert commuting_count == 4 * n_test**2
for coeff in null_vectors:
    F = sum(c * f for c, f in zip(coeff, basis))
    assert defect(F) < 1e-12
    A, B, _, _ = blocks(F)
    assert np.allclose(to_complex(from_blocks(A, B)), F)

# Products, adjoints and inverses for random matrices
n = 4
A, B, C, D = (rand_c(n, n) for _ in range(4))
X, Y = from_blocks(A, B), from_blocks(C, D)
MX, MY = to_complex(X), to_complex(Y)
assert np.allclose(conjugate_by_T(MX), MX)
product = MX @ MY
assert defect(product) < 1e-11
assert np.allclose(to_complex(qmul(X, Y)), product)
P, R, _, _ = blocks(product)
assert np.allclose(P, A @ C - B @ D.conj())
assert np.allclose(R, A @ D + B @ C.conj())
assert np.allclose(to_complex(qadjoint(X)), MX.conj().T)
assert np.allclose(qadjoint(X), from_blocks(A.conj().T, -B.T))
assert defect(np.linalg.inv(MX)) < 1e-9
assert defect(1j * MX) > 0.1      # scalar i leaves the algebra

# One-by-one example with integers
a1, b1, a2, b2 = (np.array([[z]]) for z in (1+2j, 3-1j, 2-1j, 1+1j))
q1, q2 = from_blocks(a1, b1), from_blocks(a2, b2)
q12, q21 = qmul(q1, q2).ravel(), qmul(q2, q1).ravel()
m12 = to_complex(q1) @ to_complex(q2)
assert np.allclose(m12, to_complex(q12.reshape(4, 1, 1)))
assert np.isclose(q12 @ q12, np.sum(q1**2) * np.sum(q2**2))

# p shell: L/hbar = -i r x grad acting on the functions x, y, z
r = sp.symbols('x y z', real=True)
ell = np.zeros((3, 3, 3), complex)
for c in range(3):
    u, v = (c + 1) % 3, (c + 2) % 3
    for b in range(3):
        f = r[b]
        image = -sp.I * (r[u] * sp.diff(f, r[v]) - r[v] * sp.diff(f, r[u]))
        for a in range(3):
            ell[c, a, b] = complex(sp.diff(image, r[a]))
levels = np.array([0.0, 0.1, 0.3])
xi = 0.2
lam = xi / 2
H_so = lam * sum(np.kron(s, l) for s, l in zip((s_x, s_y, s_z), ell))
H = np.kron(np.eye(2), np.diag(levels)) + H_so
assert defect(H) < 1e-14
assert np.allclose(H, H.conj().T)
A_H, B_H, _, _ = blocks(H)
Q = from_blocks(A_H, B_H)
eps = np.array([[[float(sp.LeviCivita(c, a, b)) for b in range(3)]
                 for a in range(3)] for c in range(3)])
Q_formula = np.array([np.diag(levels), -lam * eps[2],
                      -lam * eps[1], -lam * eps[0]])
assert np.allclose(Q, Q_formula)

# Spin-mixed, non-orthogonal Kramers pairs give the same structure
V = rand_c(6, 2)
W = np.hstack([V, reverse(V)])
assert defect(W.conj().T @ H @ W) < 1e-12

# Quaternion unitary diag(1, i, j) makes the Hamiltonian real
U = np.zeros((4, 3, 3))
U[0, 0, 0] = U[1, 1, 1] = U[2, 2, 2] = 1
rotated = qmul(qadjoint(U), qmul(Q, U))
assert abs(rotated[1:]).max() < 1e-14
R_real = np.array([[levels[0], lam, -lam],
                   [lam, levels[1], lam],
                   [-lam, lam, levels[2]]])
assert np.allclose(rotated[0], R_real)
E6 = np.linalg.eigvalsh(H)
E3, vectors = np.linalg.eigh(R_real)
assert np.allclose(E6, np.repeat(E3, 2), atol=1e-12)
for energy, y in zip(E3, vectors.T):
    spinor = np.array([y[0], 1j * y[1], 0, 0, 0, -y[2]])
    partner = reverse(spinor)
    assert np.allclose(H @ spinor, energy * spinor)
    assert np.allclose(H @ partner, energy * partner)
    assert abs(np.vdot(spinor, partner)) < 1e-14
E_free = np.linalg.eigvalsh(H_so)
assert np.allclose(E_free, [-xi] * 2 + [xi / 2] * 4)

# A magnetic field is time-odd and lies outside the algebra
field = 10.0
mu_B = const.physical_constants['Bohr magneton in eV/T'][0]
H_Z = mu_B * field * (np.kron(np.eye(2), ell[2]) + np.kron(s_z, np.eye(3)))
assert np.allclose(conjugate_by_T(H_Z), -H_Z)
assert defect(H_Z) > mu_B * field
assert defect(1j * H_Z) < 1e-16
E_field = np.linalg.eigvalsh(H + H_Z)
splitting = E_field[1] - E_field[0]
assert splitting > 1e-6


def show(values, digits=4):
    return ' '.join(f'{x + 0.0:.{digits}f}' for x in np.round(values, digits))


print('real parameters of matrices commuting with T, n = 2:', commuting_count)
print('real parameters of a general complex matrix, n = 2:', 2 * dim**2)
print('q1 parts (1, i, j, k):', show(q1.ravel(), 0))
print('q2 parts (1, i, j, k):', show(q2.ravel(), 0))
print('q1 q2 parts (1, i, j, k):', show(q12, 0))
print('q2 q1 parts (1, i, j, k):', show(q21, 0))
print('squared norms of q1, q2, q1 q2:',
      show([np.sum(q1**2), np.sum(q2**2), q12 @ q12], 0))
print('orbital energies d_x, d_y, d_z (eV):', show(levels, 1))
print(f'spin-orbit parameter xi (eV): {xi:.1f}')
print(f'lambda = xi/2 (eV): {lam:.1f}')
for name, part in zip(('1', 'i', 'j', 'k'), Q):
    for row_name, row in zip('xyz', part):
        print(f'Q part {name}, row {row_name} (eV):', show(row, 1))
for row_name, row in zip('xyz', rotated[0]):
    print(f'real matrix R, row {row_name} (eV):', show(row, 1))
print('three eigenvalues of R (eV):', show(E3, 6))
print('six eigenvalues of H (eV):', show(E6, 6))
print('three eigenvalues of R (1e-20 J):', show(E3 * const.e / 1e-20, 4))
ground = vectors[:, 0] * np.sign(vectors[0, 0])
print('lowest eigenvector y of R:', show(ground, 4))
print('its squared components:', show(ground**2, 4))
print('six eigenvalues for d = 0 (eV):', show(E_free, 4))
print(f'magnetic field (T): {field:.0f}')
print(f'Bohr magneton times field (eV): {mu_B * field:.4e}')
print(f'structure violation of Zeeman matrix (eV): {defect(H_Z):.4e}')
print(f'splitting of lowest pair in the field (eV): {splitting:.4e}')
print('no test failed')
```

Output:

```
real parameters of matrices commuting with T, n = 2: 16
real parameters of a general complex matrix, n = 2: 32
q1 parts (1, i, j, k): 1 2 3 -1
q2 parts (1, i, j, k): 2 -1 1 1
q1 q2 parts (1, i, j, k): 2 7 6 4
q2 q1 parts (1, i, j, k): 2 -1 8 -6
squared norms of q1, q2, q1 q2: 15 7 105
orbital energies d_x, d_y, d_z (eV): 0.0 0.1 0.3
spin-orbit parameter xi (eV): 0.2
lambda = xi/2 (eV): 0.1
Q part 1, row x (eV): 0.0 0.0 0.0
Q part 1, row y (eV): 0.0 0.1 0.0
Q part 1, row z (eV): 0.0 0.0 0.3
Q part i, row x (eV): 0.0 -0.1 0.0
Q part i, row y (eV): 0.1 0.0 0.0
Q part i, row z (eV): 0.0 0.0 0.0
Q part j, row x (eV): 0.0 0.0 0.1
Q part j, row y (eV): 0.0 0.0 0.0
Q part j, row z (eV): -0.1 0.0 0.0
Q part k, row x (eV): 0.0 0.0 0.0
Q part k, row y (eV): 0.0 0.0 -0.1
Q part k, row z (eV): 0.0 0.1 0.0
real matrix R, row x (eV): 0.0 0.1 -0.1
real matrix R, row y (eV): 0.1 0.1 0.1
real matrix R, row z (eV): -0.1 0.1 0.3
three eigenvalues of R (eV): -0.108613 0.157199 0.351414
six eigenvalues of H (eV): -0.108613 -0.108613 0.157199 0.157199 0.351414 0.351414
three eigenvalues of R (1e-20 J): -1.7402 2.5186 5.6303
lowest eigenvector y of R: 0.7844 -0.5302 0.3217
its squared components: 0.6153 0.2812 0.1035
six eigenvalues for d = 0 (eV): -0.2000 -0.2000 0.1000 0.1000 0.1000 0.1000
magnetic field (T): 10
Bohr magneton times field (eV): 5.7884e-04
structure violation of Zeeman matrix (eV): 1.1577e-03
splitting of lowest pair in the field (eV): 4.5044e-05
no test failed
```
